Chern numbers of the spin-one node in the CoSi band model, part 1

(Sections cited here and not found follow in the second part.)

## First half: the node and its three integers

### 1. A number that asks for explanation

Take a three-band model of a threefold crossing and surround the crossing by a sphere of radius 0.05/bohr in wave-vector space. The Berry curvature of each band, integrated over this sphere and divided by 2π, gives 2.000000, 0.000000 and −2.000000 from the lowest band to the highest. Quadratic terms that distort the bands do not alter these values. On a sphere of radius 0.65/bohr, however, the same distorted model gives 2, 6 and −8.

Two things need an explanation: why the crossing carries the integers 2, 0 and −2, and what decides whether a given sphere shows them.

Rydberg atomic units are used. Energies are in Ry, wave vectors k in 1/bohr, and the velocity parameter v in Ry bohr, so that vk is an energy. The wave vector is measured from the centre of the Brillouin zone, and k also denotes its length where no direction is meant.

### 2. What is assumed about CoSi

The crystal has a chiral cubic structure. Its rotations form the tetrahedral group T: the identity, three twofold rotations about the cubic axes, and eight threefold rotations about the body diagonals. There is no inversion and no mirror.

Spin-orbit coupling is left out at first, so each spin direction has its own copy of the bands. It is taken as given that a threefold level lies at the zone centre near the Fermi energy, and that its three states transform under T like the components x, y, z of a vector. This is an input from the band structure. What follows from it is the form of the Hamiltonian near k = 0.

Some rotations of the crystal are joined to a fractional translation. At k = 0 this translation gives no phase. At small k it multiplies all three basis states by one common phase, which cancels in a Hamiltonian matrix. The matrix H(k) therefore obeys

H(Rk) = R H(k) Rᵀ

for each of the twelve rotation matrices R.

Time reversal without spin is complex conjugation, possibly followed by a unitary matrix U. Since time reversal commutes with the rotations, and the R are real, U commutes with every R. The three states form an irreducible set, so U is a phase factor times the unit matrix, and the phase can be absorbed into the basis. Hence

H(−k) = H(k)*.

### 3. Symmetry fixes the linear term

At k = 0 the matrix commutes with all R and is a constant times the unit matrix. This constant shifts all bands together and is dropped. The linear part has the form

H_ij = Σ_a C_ija k_a.

A twofold rotation about z reverses every index x and every index y, and leaves z alone. Invariance requires the total number of x and y indices in C_ija to be even. The rotations about x and y give the matching conditions for the other pairs. The numbers of x, y and z indices must therefore be all even or all odd. They add up to three, so each is one: i, j and a are all different.

The threefold rotation x → y → z → x makes the coefficients in a cyclic set equal:

H_yz = p k_x,  H_zx = p k_y,  H_xy = p k_z.

The elements with i and j exchanged are the complex conjugates, because H is Hermitian. One complex number p, that is, two real constants, remains. Time reversal changes the sign of k and demands

−p = p*,

so p is imaginary. Write p = −iv with v real. Then

H(k) = v ×
[ 0, −i k_z, i k_y ]
[ i k_z, 0, −i k_x ]
[ −i k_y, i k_x, 0 ].

A count of invariants by averaging over the twelve rotations agrees: two linear invariants without time reversal, one with it.

With the matrices (L_a)_jm = −i ε_ajm, where ε is the antisymmetric symbol with ε_xyz = 1, this is

H(k) = v k·L.

### 4. Why this is a spin-one Hamiltonian

Let k·L act on a vector w. Its component j is

(k·L w)_j = −i Σ_am ε_ajm k_a w_m.

The cross product has the component (k×w)_j = Σ_am ε_jam k_a w_m. Exchanging the first two indices of ε changes its sign, so

k·L w = i k×w.

For two fixed vectors a and b this gives

[a·L, b·L] w = i²[a×(b×w) − b×(a×w)] = −(a×b)×w.

The last step is the Jacobi identity for cross products. The right side equals i(a×b)·L w, because (a×b)·L w = i(a×b)×w and i² = −1. With a along x and b along y,

[L_x, L_y] = i L_z,

and cyclically. These are the angular momentum relations, and the eigenvalues found next, −1, 0 and 1, are those of spin one. This spin is a label for the three orbital states at the zone centre. It is not the electron spin.

### 5. Bands and eigenvectors

Use polar angles for the direction of k:

n = (sinθ cosφ, sinθ sinφ, cosθ)
e_θ = (cosθ cosφ, cosθ sinφ, −sinθ)
e_φ = (−sinφ, cosφ, 0).

They form a right-handed set: n×e_θ = e_φ and n×e_φ = −e_θ.

Since n×n = 0, the real vector n is an eigenvector of n·L with eigenvalue 0. For the other two take

u_s = (e_θ + i s e_φ)/√2,  s = ±1.

Then

n·L u_s = i(e_φ − i s e_θ)/√2 = (s e_θ + i e_φ)/√2 = s u_s.

The last equality uses s² = 1. The energies are therefore

E_s = s v k,  s = −1, 0, 1.

For v > 0 the lowest band has s = −1 and the highest s = +1. The example takes v = 0.2 Ry bohr. On the sphere of radius 0.05/bohr,

vk = 0.2 × 0.05 = 0.01 Ry,

so the energies are −0.01, 0 and 0.01 Ry. Neighbouring bands are 0.01 Ry, or 0.136 eV, apart.

The outer bands are circularly polarized vectors perpendicular to k, with opposite senses of rotation. The middle band is polarized along k. In this linear model the middle band is flat, and its curvature will turn out to vanish as well.

### 6. Conventions for the Berry curvature

For a normalized eigenvector u define the connection and curvature by

A = i u†du,  F = dA.

If u is multiplied by exp(iχ), then A becomes A − dχ. Since d(dχ) = 0, F stays the same. The Chern number of a band on a closed surface is

C = (1/2π) ∮ F,

with the surface oriented by its outward normal. On a sphere the order dθ∧dφ has this orientation, because e_θ×e_φ = n. Some authors put the opposite sign in A. That choice reverses all Chern numbers below.

### 7. Curvature of the outer bands

Differentiation of the frame gives

de_θ = −n dθ + cosθ e_φ dφ
de_φ = −(sinθ n + cosθ e_θ) dφ.

The second line uses (cosφ, sinφ, 0) = sinθ n + cosθ e_θ. The products needed are

e_θ·de_θ = 0,  e_φ·de_φ = 0
e_φ·de_θ = cosθ dφ,  e_θ·de_φ = −cosθ dφ.

Therefore

u_s†du_s = ½(e_θ − i s e_φ)·(de_θ + i s de_φ)
= ½(i s e_θ·de_φ − i s e_φ·de_θ)
= −i s cosθ dφ.

Multiplication by i gives

A_s = s cosθ dφ,
F_s = −s sinθ dθ∧dφ.

For the middle band the eigenvector n is real and of constant length. Thus n·dn = 0, and A_0 = F_0 = 0. The formulas for A_s and F_s cover this case with s = 0.

An area element of a sphere of radius k is k² sinθ dθ dφ. The curvature, written as a vector field, is therefore

Ω_s = −s k/|k|³,

where k in the numerator is the vector. It has the form of the field of a point charge. It points inward for s = +1 and outward for s = −1. The radius drops out of the flux, since the area grows as k² while the field falls as 1/k².

### 8. The three Chern numbers

The sphere has total solid angle 4π, so

∮F_s = −s ∫ sinθ dθ dφ = −4πs,

C_s = −2s.

For v > 0 the bands in order of energy have

C = +2, 0, −2.

This is the stated result. For v < 0 the vectors u_s and their curvatures are unchanged, but the order of the energies is reversed, and the list becomes −2, 0, +2. The numerical integration with v reversed confirms this.

The sign of v is tied to the handedness of the crystal. Inversion turns the crystal into its mirror image and maps k to −k. The three basis functions go over into those of the mirror crystal, and any common sign cancels in the matrix. Hence H_mirror(k) = H(−k), and v changes sign. The two mirror forms have opposite Chern numbers.

### 9. What happens at the poles

The angles θ and φ fail at the poles, so the frame used above is singular there. The curvature is not affected, but a check of the poles also shows why the result is an integer.

At θ → 0 the horizontal components of e_θ + i s e_φ are

(cosφ − i s sinφ, sinφ + i s cosφ) = exp(−isφ)(1, is).

The vector u_N = exp(isφ)u_s is therefore smooth at the north pole. At θ → π the same components become

(−cosφ − i s sinφ, −sinφ + i s cosφ) = −exp(isφ)(1, −is),

so u_S = exp(−isφ)u_s is smooth at the south pole. By the rule A → A − dχ, the connections are

A_N = s(cosθ − 1)dφ,
A_S = s(cosθ + 1)dφ.

Apply Stokes' theorem to the two halves of the sphere. The equator is traversed with increasing φ for the northern half and in the opposite sense for the southern half:

∮F_s = ∮(A_N − A_S) = ∮(−2s)dφ = −4πs.

On the equator u_N = exp(2isφ)u_S. The relative phase turns 2s times in one circuit, and C is minus this number of turns.

The same argument applies to any band that is separated from the others on the whole sphere. Each half of the sphere admits a smooth choice of phase. The two choices differ on the equator by a single-valued phase factor, which must turn a whole number of times. So C is an integer even when the curvature is uneven.

### 10. A second derivation, without a frame

The curvature can also be found without choosing phases. Its z component is

Ω_z = i(⟨∂_x u|∂_y u⟩ − ⟨∂_y u|∂_x u⟩) = −2 Im⟨∂_x u|∂_y u⟩.

Let |n⟩ and |m⟩ be eigenstates with energies E_n and E_m. Differentiating H|n⟩ = E_n|n⟩ and projecting on another state gives

⟨m|∂_y n⟩ = ⟨m|∂_y H|n⟩/(E_n − E_m).

Insert a complete set of states. The term m = n is a product of two imaginary numbers and hence real, so it drops out. What remains is

Ω_z(n) = −2 Im Σ_{m≠n} ⟨n|∂_x H|m⟩⟨m|∂_y H|n⟩/(E_n − E_m)².

Apply this at a point on the positive z axis, where the bands are states of definite L_z = s. The derivatives are vL_x and vL_y. They change s by one, so every intermediate state lies at distance vk, and all denominators are (vk)². Thus

Ω_z(s) = −(2/k²) Im⟨s|L_x L_y|s⟩.

The commutator gives

2i Im⟨s|L_x L_y|s⟩ = ⟨s|[L_x, L_y]|s⟩ = is.

It follows that Ω_z(s) = −s/k². This agrees with section 7, including sign and factor. The numerical test compares the sum over states with −s k/|k|³ at random points in all three bands.

## Second half: where the integers hold

### 11. Results carried over

The linear Hamiltonian is H = v k·L, where L_x, L_y, L_z are the spin-one matrices with k·L w = i k×w. Its energies are svk with s = −1, 0, 1. With A = i u†du and the outward normal, the curvature is −s k/|k|³ and C_s = −2s. For v > 0 the sequence from the lowest to the highest band is 2, 0, −2. A band separated from the others on a whole sphere has an integer Chern number. The sum over states gives the curvature without a choice of phase.

A real band structure is not linear in k, and electrons have spin-orbit coupling. Both corrections can be treated by asking when a gap closes.

### 12. Why a gap protects the integer

Suppose the Hamiltonian or the radius of the sphere is changed continuously, and a band stays separated from its neighbours everywhere on the sphere. All denominators in the sum over states remain nonzero. The curvature and its integral then change continuously. An integer that changes continuously is constant.

A related fact gives the Chern number its physical meaning. If a band were separated from the others at every point inside the sphere, the sphere could be shrunk to a point. The curvature would stay bounded while the area went to zero, so the flux would tend to zero and the integer would be zero. A nonzero Chern number therefore proves that the band touches another one somewhere inside.

For the lowest band this has a consequence for a crystal under strain. A weak strain can split the threefold level at k = 0. As long as it closes no gap on the surrounding sphere, the lowest band still has C = 2 there and must still touch the middle band somewhere inside. The crossing may break up, but it cannot vanish.

The three Chern numbers add up to zero. In the sum over states, exchanging n and m turns the product of matrix elements into its complex conjugate. The imaginary parts cancel in pairs when all bands are added.

Symmetry fixes the linear Hamiltonian up to the constant v, its bands carry the Chern numbers 2, 0 and −2 for v > 0, and these integers cannot change while the gaps on the surrounding sphere stay open. It remains to find on which spheres they hold once quadratic terms and spin-orbit coupling are included.

All numerical values are calculated from the stated model.
